# The DFT+U+V Energy from the Extended Hubbard Model, Derived Twice: verification in Python

```python
"""DFT+U+V correction from the extended Hubbard interaction.

Result under test, for a collinear Slater determinant in orthonormal orbitals:
  <H_int> - E_dc = sum_I U_I/2 sum_s Tr[n_II (1-n_II)]
                   - sum_(I != J) V_IJ/2 sum_s Tr[n_IJ n_JI]
H_int = sum_I U_I/2 N_I(N_I-1) + sum_(I<J) V_IJ N_I N_J
E_dc  = the same expression with each operator N_I replaced by its mean n_I.
n_IJ is a site block of the one-spin density matrix rho[a,b] = <c_b^+ c_a>.
U_I, V_IJ: on-site and intersite interactions; s: spin. Energies in hartree.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize

EV = physical_constants["Hartree energy in eV"][0]


def annihilators(count):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for p in range(count):
        op = np.eye(1)
        for q in range(count):
            factor = parity if q < p else lower if q == p else np.eye(2)
            op = np.kron(op, factor)
        result.append(op)
    return result


def determinant(ops, up, down):
    """Columns of up and down are occupied spatial orbitals."""
    norb = len(ops) // 2
    state = np.zeros(ops[0].shape[0], dtype=complex)
    state[0] = 1.0
    for spin, orbitals in enumerate((up, down)):
        for orbital in orbitals.T:
            state = sum(orbital[k] * (ops[spin * norb + k].T @ state)
                        for k in range(norb))
    return state


def mean(state, op):
    return np.vdot(state, op @ state).real


def site_numbers(ops, sites):
    norb = len(ops) // 2
    return [sum(ops[s * norb + k].T @ ops[s * norb + k]
                for s in range(2) for k in site) for site in sites]


def interaction_parts(numbers, U, V):
    one = np.eye(numbers[0].shape[0])
    onsite = sum(U[i] / 2 * N @ (N - one) for i, N in enumerate(numbers))
    inter = sum(V[i, j] * numbers[i] @ numbers[j]
                for i in range(len(U)) for j in range(i + 1, len(U)))
    return onsite, inter


def charges(rhos, sites):
    return np.array([sum(np.trace(r[np.ix_(s, s)]).real for r in rhos)
                     for s in sites])


def double_counting(n, U, V):
    return np.sum(U * n * (n - 1)) / 2 + n @ V @ n / 2


def correction_parts(rhos, sites, U, V):
    e_u = e_v = 0.0
    for r in rhos:
        for i, a in enumerate(sites):
            block = r[np.ix_(a, a)]
            e_u += U[i] / 2 * np.trace(block - block @ block).real
            for j, b in enumerate(sites):
                if i != j:
                    e_v -= V[i, j] / 2 * np.trace(
                        r[np.ix_(a, b)] @ r[np.ix_(b, a)]).real
    return e_u, e_v


def correction_potential(r, sites, U, V):
    v = np.zeros_like(r)
    for i, a in enumerate(sites):
        for j, b in enumerate(sites):
            block = r[np.ix_(a, b)]
            v[np.ix_(a, b)] = (U[i] * (np.eye(len(a)) / 2 - block)
                               if i == j else -V[i, j] * block)
    return v


# Three sites; the first has two orbitals. Two up electrons and one down.
rng = np.random.default_rng(7)
sites = [[0, 1], [2], [3]]
U3 = np.array([0.20, 0.15, 0.10])
V3 = np.array([[0, 0.05, 0.03], [0.05, 0, 0.02], [0.03, 0.02, 0]])
ops = annihilators(8)
numbers = site_numbers(ops, sites)


def random_orbitals(count):
    z = rng.normal(size=(4, count)) + 1j * rng.normal(size=(4, count))
    return np.linalg.qr(z)[0]


up, down = random_orbitals(2), random_orbitals(1)
state = determinant(ops, up, down)
rhos = [up @ up.conj().T, down @ down.conj().T]
n_state = np.array([mean(state, N) for N in numbers])
assert abs(np.vdot(state, state) - 1) < 1e-12
assert np.allclose(n_state, charges(rhos, sites), atol=1e-12)
h_on, h_inter = interaction_parts(numbers, U3, V3)
model_on, model_inter = mean(state, h_on), mean(state, h_inter)
hartree_inter = n_state @ V3 @ n_state / 2
dc3 = double_counting(n_state, U3, V3)
e_u3, e_v3 = correction_parts(rhos, sites, U3, V3)
assert abs(model_inter - hartree_inter - e_v3) < 1e-12
assert abs(model_on - np.sum(U3 * n_state * (n_state - 1)) / 2 - e_u3) < 1e-12
assert abs(model_on + model_inter - dc3 - e_u3 - e_v3) < 1e-12

# Each pair covariance and each site variance, from many-electron operators.
for i, a in enumerate(sites):
    for j, b in enumerate(sites):
        cov = mean(state, numbers[i] @ numbers[j]) - n_state[i] * n_state[j]
        trace = sum(np.trace(r[np.ix_(a, b)] @ r[np.ix_(b, a)]).real
                    for r in rhos)
        expected = n_state[i] - trace if i == j else -trace
        assert abs(cov - expected) < 1e-12

# Localized determinant: site charges 2, 1, 0 and no intersite coherence.
loc_up = np.array([[0.6, 0], [0.8, 0], [0, 1], [0, 0]])
loc_down = np.array([[1.0], [0], [0], [0]])
loc = determinant(ops, loc_up, loc_down)
loc_n = np.array([mean(loc, N) for N in numbers])
loc_energy = mean(loc, h_on + h_inter)
loc_dc = double_counting(loc_n, U3, V3)
assert np.allclose(loc_n, [2, 1, 0], atol=1e-12)
assert abs(loc_energy - loc_dc) < 1e-12

# Rotation of the two orbitals on the first site.
rotation = np.eye(4, dtype=complex)
rotation[:2, :2] = np.linalg.qr(rng.normal(size=(2, 2))
                                + 1j * rng.normal(size=(2, 2)))[0]
rotated = [rotation @ r @ rotation.conj().T for r in rhos]
assert np.allclose(correction_parts(rotated, sites, U3, V3),
                   (e_u3, e_v3), atol=1e-12)

# Potential against a central difference in a random Hermitian direction.
directions = []
for _ in range(2):
    x = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    directions.append((x + x.conj().T) / 2)
step = 1e-4
plus = sum(correction_parts([r + step * x for r, x in zip(rhos, directions)],
                            sites, U3, V3))
minus = sum(correction_parts([r - step * x for r, x in zip(rhos, directions)],
                             sites, U3, V3))
slope_numeric = (plus - minus) / (2 * step)
slope_formula = sum(np.trace(correction_potential(r, sites, U3, V3) @ x).real
                    for r, x in zip(rhos, directions))
assert abs(slope_numeric - slope_formula) < 1e-9

# Overlapping orbitals a and b: an additional term appears in the covariance.
overlap = 0.20
phi_a = np.array([0, 0, 1.0, 0])
phi_b = np.array([0, 0, overlap, np.sqrt(1 - overlap**2)])


def orbital_number(phi):
    total = 0
    for spin in range(2):
        c = sum(phi[k] * ops[4 * spin + k] for k in range(4))
        total = total + c.T @ c
    return total


Na, Nb = orbital_number(phi_a), orbital_number(phi_b)
cov_overlap = mean(state, Na @ Nb) - mean(state, Na) * mean(state, Nb)
coherences = [phi_b @ r @ phi_a for r in rhos]
trace_only = -sum(abs(x)**2 for x in coherences)
overlap_term = sum((overlap * x).real for x in coherences)
assert abs(cov_overlap - trace_only - overlap_term) < 1e-12
assert abs(overlap_term) > 1e-4

# Dimer: one electron of each spin. The uncorrected energy includes E_dc.
t, delta, U, V = 0.10, 0.10, 0.15, 0.05
h0 = np.array([[-delta / 2, -t], [-t, delta / 2]])
pair = [[0], [1]]
U2 = np.array([U, U])
V2 = np.array([[0, V], [V, 0]])
zeroU, zeroV = np.zeros(2), np.zeros((2, 2))


def dimer_energy(density, Uc, Vc):
    n = charges(density, pair)
    return (sum(np.trace(h0 @ r).real for r in density)
            + double_counting(n, U2, V2)
            + sum(correction_parts(density, pair, Uc, Vc)))


def solve_dimer(Uc, Vc):
    density = [np.eye(2) / 2, np.eye(2) / 2]
    for _ in range(2000):
        n = charges(density, pair)
        common = h0 + np.diag(U2 * (n - 0.5) + V2 @ n)
        new, levels, matrices = [], [], []
        for r in density:
            h = common + correction_potential(r, pair, Uc, Vc)
            energies, vectors = np.linalg.eigh(h)
            new.append(np.outer(vectors[:, 0], vectors[:, 0]))
            levels.append(energies)
            matrices.append(h)
        error = max(np.max(abs(a - b)) for a, b in zip(new, density))
        if error < 1e-12:
            break
        density = [(a + b) / 2 for a, b in zip(new, density)]
    assert error < 1e-12
    return new, levels[0], matrices[0]


def angle_density(angles):
    vectors = [np.array([np.cos(x), np.sin(x)]) for x in angles]
    return [np.outer(x, x) for x in vectors]


results = {}
for name, Uc, Vc in (("uncorrected", zeroU, zeroV),
                     ("+U", U2, zeroV), ("+U+V", U2, V2)):
    density, levels, h = solve_dimer(Uc, Vc)
    energy = dimer_energy(density, Uc, Vc)

    def objective(angles):
        return dimer_energy(angle_density(angles), Uc, Vc)

    grid = np.linspace(0, np.pi, 32, endpoint=False)
    start = min(((a, b) for a in grid for b in grid), key=objective)
    best = minimize(objective, start, method="Nelder-Mead",
                    options={"xatol": 1e-8, "fatol": 1e-13})
    assert abs(best.fun - energy) < 1e-9
    results[name] = dict(rho=density, energy=energy, gap=levels[1] - levels[0],
                         hop=-h[0, 1], n=charges(density, pair),
                         coherence=density[0][0, 1])

full = results["+U+V"]
assert results["+U"]["coherence"] < results["uncorrected"]["coherence"]
assert full["coherence"] > results["+U"]["coherence"]
assert full["hop"] > t
dimer_u, dimer_v = correction_parts(full["rho"], pair, U2, V2)
dimer_dc = double_counting(full["n"], U2, V2)

# The same dimer in its complete many-electron space.
ops2 = annihilators(4)
num2 = site_numbers(ops2, pair)
on2, inter2 = interaction_parts(num2, U2, V2)
H2 = on2 + inter2 + sum(h0[a, b] * ops2[2 * s + a].T @ ops2[2 * s + b]
                        for s in range(2) for a in range(2) for b in range(2))
orbitals = [np.linalg.eigh(r)[1][:, -1:] for r in full["rho"]]
det2 = determinant(ops2, *orbitals)
assert abs(mean(det2, H2) - full["energy"]) < 1e-10
variance = mean(det2, num2[0] @ num2[0]) - mean(det2, num2[0])**2
assert abs(dimer_u + dimer_v - (U - V) * variance) < 1e-10

particle_count = np.rint(np.diag(num2[0] + num2[1])).astype(int)
exact_energy = {}
for count in (1, 2, 3):
    index = np.flatnonzero(particle_count == count)
    values, vectors = np.linalg.eigh(H2[np.ix_(index, index)])
    exact_energy[count] = values[0]
    if count == 2:
        ground = np.zeros(16)
        ground[index] = vectors[:, 0]
exact_gap = exact_energy[3] + exact_energy[1] - 2 * exact_energy[2]
assert exact_energy[2] < full["energy"] - 1e-6
exact_cov = (mean(ground, num2[0] @ num2[1])
             - mean(ground, num2[0]) * mean(ground, num2[1]))
exact_trace = -sum(mean(ground, ops2[2 * s + 1].T @ ops2[2 * s])**2
                   for s in range(2))
assert abs(exact_cov - exact_trace) > 1e-3

print("THREE-SITE DETERMINANT TEST")
print("U on sites 1,2,3 (hartree):", *[f"{x:.2f}" for x in U3])
print("V12, V13, V23 (hartree):",
      *[f"{x:.2f}" for x in (V3[0, 1], V3[0, 2], V3[1, 2])])
print("site charges (electrons):", *[f"{x:.6f}" for x in n_state])
print(f"on-site model energy: {model_on:.8f} hartree")
print(f"intersite model energy: {model_inter:.8f} hartree")
print(f"intersite Hartree = its double counting: {hartree_inter:.8f} hartree")
print(f"total double counting: {dc3:.8f} hartree")
print(f"U correction: {e_u3:.8f} hartree")
print(f"V correction: {e_v3:.8f} hartree")
print(f"U+V correction: {e_u3 + e_v3:.8f} hartree")
print("localized charges (electrons):", *[f"{x:.1f}" for x in loc_n])
print(f"localized model energy: {loc_energy:.6f} hartree")
print(f"localized double counting: {loc_dc:.6f} hartree")
print(f"potential test, numerical slope: {slope_numeric:.8f} hartree")
print(f"potential test, formula slope: {slope_formula:.8f} hartree")
print(f"orbital overlap in overlap test: {overlap:.2f} (dimensionless)")
print(f"covariance with overlap: {cov_overlap:.6f} electrons^2")
print(f"trace-only covariance: {trace_only:.6f} electrons^2")
print(f"extra overlap term: {overlap_term:.6f} electrons^2")
print("DIMER: TWO ELECTRONS")
print(f"t={t:.2f}, Delta={delta:.2f}, U={U:.2f}, V={V:.2f} hartree")
for name, data in results.items():
    print(f"{name}: site charges {data['n'][0]:.6f}, "
          f"{data['n'][1]:.6f} electrons")
    print(f"  coherence n12 per spin: {data['coherence']:.6f} (dimensionless)")
    print(f"  effective hopping: {data['hop']:.6f} hartree")
    print(f"  orbital gap: {data['gap']:.6f} hartree")
    print(f"  total energy: {data['energy']:.6f} hartree")
print(f"+U+V double counting: {dimer_dc:.6f} hartree")
print(f"+U+V, U part: {dimer_u:.6f} hartree")
print(f"+U+V, V part: {dimer_v:.6f} hartree")
print(f"+U+V correction: {dimer_u + dimer_v:.6f} hartree"
      f" = {(dimer_u + dimer_v) * EV:.4f} eV")
print(f"+U+V site-number variance: {variance:.6f} electrons^2")
print(f"+U+V orbital gap converted: {full['gap'] * EV:.4f} eV")
print(f"exact model energy: {exact_energy[2]:.6f} hartree")
print(f"missing correlation energy: "
      f"{exact_energy[2] - full['energy']:.6f} hartree")
print(f"exact model charge gap: {exact_gap:.6f} hartree")
print(f"exact-state covariance: {exact_cov:.6f} electrons^2")
print(f"exact-state trace formula: {exact_trace:.6f} electrons^2")
print("done: every assertion held")
```

Running it gives:

```
THREE-SITE DETERMINANT TEST
U on sites 1,2,3 (hartree): 0.20 0.15 0.10
V12, V13, V23 (hartree): 0.05 0.03 0.02
site charges (electrons): 1.241908 0.799339 0.958753
on-site model energy: 0.10779957 hartree
intersite model energy: 0.07837942 hartree
intersite Hartree = its double counting: 0.10068314 hartree
total double counting: 0.11671885 hartree
U correction: 0.09176387 hartree
V correction: -0.02230373 hartree
U+V correction: 0.06946014 hartree
localized charges (electrons): 2.0 1.0 0.0
localized model energy: 0.300000 hartree
localized double counting: 0.300000 hartree
potential test, numerical slope: -0.15738616 hartree
potential test, formula slope: -0.15738616 hartree
orbital overlap in overlap test: 0.20 (dimensionless)
covariance with overlap: -0.143025 electrons^2
trace-only covariance: -0.157675 electrons^2
extra overlap term: 0.014650 electrons^2
DIMER: TWO ELECTRONS
t=0.10, Delta=0.10, U=0.15, V=0.05 hartree
uncorrected: site charges 1.246096, 0.753904 electrons
  coherence n12 per spin: 0.484623 (dimensionless)
  effective hopping: 0.100000 hartree
  orbital gap: 0.206346 hartree
  total energy: -0.162402 hartree
+U: site charges 1.376149, 0.623851 electrons
  coherence n12 per spin: 0.463280 (dimensionless)
  effective hopping: 0.100000 hartree
  orbital gap: 0.215852 hartree
  total energy: -0.094390 hartree
+U+V: site charges 1.321336, 0.678664 electrons
  coherence n12 per spin: 0.473483 (dimensionless)
  effective hopping: 0.123674 hartree
  orbital gap: 0.261201 hartree
  total energy: -0.116364 hartree
+U+V double counting: 0.060326 hartree
+U+V, U part: 0.067256 hartree
+U+V, V part: -0.022419 hartree
+U+V correction: 0.044837 hartree = 1.2201 eV
+U+V site-number variance: 0.448372 electrons^2
+U+V orbital gap converted: 7.1076 eV
exact model energy: -0.120928 hartree
missing correlation energy: -0.004564 hartree
exact model charge gap: 0.268248 hartree
exact-state covariance: -0.366706 electrons^2
exact-state trace formula: -0.436247 electrons^2
done: every assertion held
```
